**Real bands of a complex lattice from an imaginary translation**

For $|g|<1/2$, the operator $-d^2/dx^2+4\cos^2x+4ig\sin2x$ has the same real bands as $-d^2/dx^2+2+2s\cos2x$, with $s=\sqrt{1-4g^2}$. The first potential is the second evaluated at $x-i\theta$, where $\tanh2\theta=2g$; all quantities are dimensionless. The program asserts this identity, the conjugacy of the one-period transfer matrices at real and complex energies, and the equality of the four lowest bands for five values of $g$. It also asserts that the band edges at $g=0.3$ agree with Mathieu characteristic values and that translated Hermitian Bloch waves match those found directly. At $g=0.3$ the output shows a first gap of 1.584, against the two-wave estimate 1.600, and an overlap of 0.611 between the two lowest states at $k=1$. At $g=0.5$ the energies at $k=0.3$ are those of free motion shifted by 2, and at $k=1$ two states merge. At $g=\pm0.6$ the two lowest energies at $k=1$ are complex.

## Verification by program

```python
# Result under test: for |g| < 1/2 the operator -d2/dx2 + 4cos(x)^2 + 4ig sin(2x)
# has the same real bands as -d2/dx2 + 2 + 2 s cos(2x), s = sqrt(1 - 4 g^2),
# because the first potential is the second one evaluated at x - i*theta,
# with tanh(2 theta) = 2g. Period pi; k is the Bloch wave number, -1 < k <= 1.
# All quantities are dimensionless.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.special import mathieu_a, mathieu_b


def complex_lattice(g):
    return lambda x: 4*np.cos(x)**2 + 4j*g*np.sin(2*x)


def cosine_lattice(s):
    return lambda x: 2 + 2*s*np.cos(2*x)


def bloch_matrix(potential, k, nmax=8, points=64):
    """Plane-wave matrix; potential coefficients found by quadrature."""
    x = np.pi*np.arange(points)/points
    coeff = np.fft.fft(potential(x))/points
    n = np.arange(-nmax, nmax + 1)
    return np.diag((k + 2*n)**2) + coeff[n[:, None] - n[None, :]]


def bloch_states(potential, k, nmax=8):
    energy, vectors = np.linalg.eig(bloch_matrix(potential, k, nmax))
    order = np.argsort(energy.real)
    return energy[order], vectors[:, order]


def hermitian_states(s, k, nmax=8):
    return np.linalg.eigh(bloch_matrix(cosine_lattice(s), k, nmax))


def transfer(potential, energy, start, end):
    """Carry (psi, psi') along a straight segment of the complex plane."""
    length = end - start

    def rhs(t, y):
        u = y.reshape(2, 2)
        v = potential(start + length*t) - energy
        return (length*np.array([u[1], v*u[0]])).ravel()

    sol = solve_ivp(rhs, (0, 1), np.eye(2, dtype=complex).ravel(),
                    method="DOP853", rtol=1e-11, atol=1e-12)
    assert sol.success
    return sol.y[:, -1].reshape(2, 2)


g = 0.3
s = np.sqrt(1 - 4*g**2)
theta = 0.5*np.arctanh(2*g)
V_g, V_s = complex_lattice(g), cosine_lattice(s)

# The translated cosine equals the complex potential.
for g_test in (-0.45, -0.1, 0.3, 0.49):
    s_test = np.sqrt(1 - 4*g_test**2)
    th = 0.5*np.arctanh(2*g_test)
    x = np.linspace(-2, 2, 41)
    assert np.allclose(complex_lattice(g_test)(x),
                       cosine_lattice(s_test)(x - 1j*th), atol=1e-12)

# Transfer matrices are conjugate, also at complex energy.
matrix_error = trace_error = 0.0
for E in (0.7, 3.1, 5 + 1j, 9.5 - 2j):
    M_g = transfer(V_g, E, 0, np.pi)
    M_s = transfer(V_s, E, 0, np.pi)
    T = transfer(V_s, E, 0, -1j*theta)
    matrix_error = max(matrix_error,
                       np.abs(M_g - T @ M_s @ np.linalg.inv(T)).max())
    trace_error = max(trace_error, abs(np.trace(M_g) - np.trace(M_s)))
    assert abs(np.linalg.det(M_g) - 1) < 1e-7
assert matrix_error < 1e-7 and trace_error < 1e-7

# Bands of the complex lattice: real, and equal to the Hermitian ones.
band_error = imag_max = 0.0
for g_test in (-0.3, 0.1, 0.3, 0.45, 0.49):
    s_test = np.sqrt(1 - 4*g_test**2)
    for k in np.linspace(-0.9, 1, 20):
        E = bloch_states(complex_lattice(g_test), k)[0][:4]
        E_h = hermitian_states(s_test, k)[0][:4]
        band_error = max(band_error, np.abs(E - E_h).max())
        imag_max = max(imag_max, np.abs(E.imag).max())
assert band_error < 1e-8 and imag_max < 1e-8

# Plane-wave bands satisfy the Floquet condition found by integration.
floquet_error = 0.0
for k in (0.0, 0.4, 1.0):
    for E in bloch_states(V_g, k)[0][:3]:
        trace = np.trace(transfer(V_g, E, 0, np.pi))
        floquet_error = max(floquet_error, abs(trace - 2*np.cos(np.pi*k)))
assert floquet_error < 1e-7

# Band edges against Mathieu characteristic values with q = s.
E0, E1 = bloch_states(V_g, 0)[0], bloch_states(V_g, 1)[0]
edges = np.array([E0[0], E1[0], E1[1], E0[1], E0[2]]).real
mathieu = 2 + np.array([mathieu_a(0, s), mathieu_b(1, s), mathieu_a(1, s),
                        mathieu_b(2, s), mathieu_a(2, s)])
assert np.abs(edges - mathieu).max() < 1e-7
basis_shift = max(np.abs(bloch_states(V_g, k, 12)[0][:3]
                         - bloch_states(V_g, k, 8)[0][:3]).max()
                  for k in (0, 1))
assert basis_shift < 1e-8

# Eigenfunctions: direct ones against Hermitian ones taken at x - i*theta.
k_ex = 0.4
E_ex, D = bloch_states(V_g, k_ex)
E_herm, C = hermitian_states(s, k_ex)
n = np.arange(-8, 9)
x = np.linspace(0, np.pi, 60)
for band in range(3):
    direct = np.exp(1j*np.outer(x, k_ex + 2*n)) @ D[:, band]
    moved = np.exp(1j*np.outer(x - 1j*theta, k_ex + 2*n)) @ C[:, band]
    scale = np.vdot(moved, direct)/np.vdot(moved, moved)
    assert np.linalg.norm(direct - scale*moved) < 1e-8*np.linalg.norm(direct)
c = (C[:, 0]/C[8, 0]).real
d = (D[:, 0]/D[8, 0]).real

# Non-orthogonality at k = 1; two-wave values hold to leading order only.
D1 = bloch_states(V_g, 1)[1]
overlap = abs(np.vdot(D1[:, 0], D1[:, 1]))
gap = edges[2] - edges[1]
assert abs(overlap - 2*g) < 0.05 and abs(gap - 2*s) < 0.05

# Threshold: free-particle bands, and one eigenvector for a double level.
E_half = bloch_states(complex_lattice(0.5), 0.3)[0][:4]
free = np.sort(2 + (0.3 + 2*n)**2)[:4]
assert np.abs(E_half - free).max() < 1e-8
H_half = bloch_matrix(complex_lattice(0.5), 1)
singular = np.linalg.svd(H_half - 3*np.eye(17), compute_uv=False)
assert singular[-1] < 1e-10 and singular[-2] > 0.05

# Beyond the threshold, for either sign of g, energies become complex.
E_above = bloch_states(complex_lattice(0.6), 1)[0][:2]
E_below = bloch_states(complex_lattice(-0.6), 1)[0][:2]
two_wave_imag = np.sqrt(4*0.6**2 - 1)
for pair in (E_above, E_below):
    assert abs(np.abs(pair.imag).max() - two_wave_imag) < 0.05
    assert abs(pair.imag.sum()) < 1e-8

print("All values are dimensionless")
print(f"g = {g:.2f}, s = {s:.6f}, theta = {theta:.6f}")
print(f"exp(2 theta) = {np.exp(2*theta):.6f}")
print(f"mean-value error if all of 4cos^2 is scaled: {2*(1-s):.6f}")
print("Band edges: complex lattice, Mathieu value")
names = ("band 1 bottom k=0", "band 1 top k=1", "band 2 bottom k=1",
         "band 2 top k=0", "band 3 bottom k=0")
for name, e, m in zip(names, edges, mathieu):
    print(f"  {name}: {e:.6f}, {m:.6f}")
print(f"band 1 width = {edges[1]-edges[0]:.6f}")
print(f"first gap = {gap:.6f}, two-wave estimate 2s = {2*s:.6f}")
print(f"second gap = {edges[4]-edges[3]:.6f}")
print(f"k = {k_ex}: three lowest energies, complex then Hermitian lattice")
print("  " + ", ".join(f"{e:.6f}" for e in E_ex[:3].real))
print("  " + ", ".join(f"{e:.6f}" for e in E_herm[:3]))
print("Lowest band at this k: n, Hermitian c_n/c_0, complex d_n/d_0, ratio")
for m in (-2, -1, 0, 1, 2):
    print(f"  {m:2d}, {c[m+8]:.6f}, {d[m+8]:.6f}, {d[m+8]/c[m+8]:.6f}")
print(f"overlap of bands 1 and 2 at k=1 = {overlap:.6f}, two-wave {2*g:.6f}")
print("First gap against g: g, s, gap")
for g_row in (0.0, 0.3, 0.4, 0.45, 0.49):
    e = bloch_states(complex_lattice(g_row), 1)[0].real
    print(f"  {g_row:.2f}, {np.sqrt(1-4*g_row**2):.6f}, {e[1]-e[0]:.6f}")
print("g = 0.5, k = 0.3: " + ", ".join(f"{e:.6f}" for e in E_half.real))
print(f"g = 0.5, k = 1: two smallest singular values of H - 3: "
      f"{singular[-1]:.1e}, {singular[-2]:.4f}")
print(f"g = 0.6, k = 1: E = {E_above[0].real:.6f} "
      f"+/- {abs(E_above[0].imag):.6f} i")
print(f"  two-wave imaginary part = {two_wave_imag:.6f}")
print(f"g = -0.6, k = 1: |Im E| = {abs(E_below[0].imag):.6f}")
print(f"largest band difference, five g values: {band_error:.1e}")
print(f"largest |Im E|, five g values: {imag_max:.1e}")
print(f"largest transfer-matrix conjugation error: {matrix_error:.1e}")
print(f"largest discriminant difference: {trace_error:.1e}")
print(f"largest Floquet-condition error: {floquet_error:.1e}")
print(f"shift from 17 to 25 plane waves: {basis_shift:.1e}")
print("all tests passed")
```

It prints:

```
All values are dimensionless
g = 0.30, s = 0.800000, theta = 0.346574
exp(2 theta) = 2.000000
mean-value error if all of 4cos^2 is scaled: 0.400000
Band edges: complex lattice, Mathieu value
  band 1 bottom k=0: 1.699607, 1.699607
  band 1 top k=1: 2.127656, 2.127656
  band 2 bottom k=1: 3.711854, 3.711854
  band 2 top k=0: 5.946814, 5.946814
  band 3 bottom k=0: 6.246853, 6.246853
band 1 width = 0.428049
first gap = 1.584198, two-wave estimate 2s = 1.600000
second gap = 0.300039
k = 0.4: three lowest energies, complex then Hermitian lattice
  1.814442, 4.727435, 7.829447
  1.814442, 4.727435, 7.829447
Lowest band at this k: n, Hermitian c_n/c_0, complex d_n/d_0, ratio
  -2, 0.018081, 0.004520, 0.250000
  -1, -0.296648, -0.148324, 0.500000
   0, 1.000000, 1.000000, 1.000000
   1, -0.135300, -0.270600, 2.000000
   2, 0.005542, 0.022169, 4.000000
overlap of bands 1 and 2 at k=1 = 0.611268, two-wave 0.600000
First gap against g: g, s, gap
  0.00, 1.000000, 1.969357
  0.30, 0.800000, 1.584198
  0.40, 0.600000, 1.193297
  0.45, 0.435890, 0.869201
  0.49, 0.198997, 0.397749
g = 0.5, k = 0.3: 2.090000, 4.890000, 7.290000, 15.690000
g = 0.5, k = 1: two smallest singular values of H - 3: 1.9e-16, 2.0000
g = 0.6, k = 1: E = 3.054867 +/- 0.667923 i
  two-wave imaginary part = 0.663325
g = -0.6, k = 1: |Im E| = 0.667923
largest band difference, five g values: 1.9e-11
largest |Im E|, five g values: 1.7e-12
largest transfer-matrix conjugation error: 3.6e-11
largest discriminant difference: 5.3e-11
largest Floquet-condition error: 1.8e-12
shift from 17 to 25 plane waves: 1.0e-13
all tests passed
```
